# Why the dipole of a unit cell is not the bulk polarisation

**Question**

I want the spontaneous polarisation of a wurtzite nitride. I took a unit cell, added up charge times position for everything inside it, and divided by the cell volume. When I cut the same crystal into cells at a different place, I got another answer. Which cell is the right one? And if none is, what does the polarisation of a bulk crystal mean?

**Answer**

No cell is the right one. The cell dipole depends on where you put the walls, and its changes are generally wrong too, because charge can pass through the walls. What is defined is the change of polarisation along an insulating path, or a formal value modulo $e\mathbf R/\Omega$, where $\mathbf R$ is a lattice vector and $\Omega$ the cell volume. One dimension shows why.

**What the cell dipole measures**

Let $\rho(x)$ be the charge density of a neutral crystal of period $a$. A cell starting at $x_0$ has the dipole

$$D(x_0)=\int_{x_0}^{x_0+a}x\,\rho(x)\,dx .$$

Differentiate with respect to the two limits and use $\rho(x_0+a)=\rho(x_0)$:

$$\frac{dD}{dx_0}=(x_0+a)\rho(x_0)-x_0\rho(x_0)=a\,\rho(x_0).$$

So $D$ varies continuously as the walls slide through a charged region. Its average over all walls carries no information either. With $x=x_0+y$,

$$D(x_0)=x_0\int_0^a\rho(x_0+y)\,dy+\int_0^a y\,\rho(x_0+y)\,dy .$$

The first integral is zero by neutrality. Averaging the second over $x_0$ replaces $\rho$ by its cell average, also zero. The mean cell dipole therefore vanishes for every neutral crystal, polar or not.

**What a change of polarisation measures**

Take a long finite sample with dipole $d=\int x\rho\,dx$ and current $J$. Continuity, $\partial_t\rho=-\partial_xJ$, and integration by parts give

$$\dot d=-\int x\,\partial_xJ\,dx=\int J\,dx,$$

since $J=0$ outside the sample. In one dimension $P$ is dipole per length and has the unit of charge. For a long sample its rate of change is the cell-averaged bulk current, $\dot P=\bar J$.

For one cell with fixed walls the boundary term survives:

$$\frac{\dot D}{a}=-\frac1a\big[xJ\big]_{x_0}^{x_0+a}+\frac1a\int_{x_0}^{x_0+a}J\,dx=\bar J-J(x_0).$$

The cell dipole misses the charge that flows through its walls.

**The electronic current and its phase**

Consider independent electrons in one filled band, two per cell, and cores A and B of charge $+e$ each. An electron has charge $-e$. Write the Bloch states as $e^{ikx}u_k(x)$, with $u_k$ normalised over a cell. The $u_k$ are eigenstates $|0\rangle$ of $H_k=e^{-ikx}He^{ikx}$; the other bands are $|m\rangle$.

Let the cores move slowly. Apart from an overall phase, chosen so that $\langle0|\partial_t0\rangle=0$, the state is $|0\rangle+\sum_m a_m|m\rangle$ with small $a_m$. To first order in the rate of change, the Schrödinger equation gives

$$i\hbar\langle m|\partial_t0\rangle=(E_m-E_0)a_m .$$

Differentiating $H_k|0\rangle=E_0|0\rangle$ and projecting on $\langle m|$ gives $\langle m|\partial_t0\rangle=-\langle m|\dot H_k|0\rangle/(E_m-E_0)$. Hence

$$a_m=-\,\frac{i\hbar\,\langle m|\dot H_k|0\rangle}{(E_m-E_0)^2}.$$

The velocity operator is $\hat v=\hbar^{-1}\partial_kH_k$. Its zeroth-order value $\hbar^{-1}\partial_kE_0$ integrates to zero over a filled band. The first-order part is $2\,\mathrm{Re}\sum_m\langle0|\hat v|m\rangle a_m$, and $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, so

$$v_k=2\hbar\,\mathrm{Im}\sum_{m\neq0}\frac{\langle0|\hat v|m\rangle\langle m|\dot H_k|0\rangle}{(E_m-E_0)^2}.$$

The denominators show why the path must stay insulating: if the gap closes, the slow-motion expansion fails.

The same projection with $\partial_k$ gives $\langle0|\partial_kH_k|m\rangle=-(E_m-E_0)\langle\partial_k0|m\rangle$. The energy factors cancel. The missing term $m=0$ is a product of two imaginary numbers, hence real, and may be added under the imaginary part. Completeness then gives

$$v_k=2\,\mathrm{Im}\langle\partial_ku_k|\partial_tu_k\rangle=\partial_tA_k-\partial_kA_t,$$

where $A_k=i\langle u_k|\partial_ku_k\rangle$ and $A_t=i\langle u_k|\partial_tu_k\rangle$. In the last step the mixed second derivatives cancel, and this difference does not depend on the phase choice.

Choose $u_{k+2\pi/a}=e^{-2\pi ix/a}u_k$ at all times. Then $A_t$ is periodic in $k$ and its derivative averages to zero. The mean velocity is $\dot x_W$, with

$$x_W=\frac{a}{2\pi}\int_0^{2\pi/a}i\langle u_k|\partial_ku_k\rangle\,dk .$$

This Berry phase is a position. The localised Wannier function is $w=(a/2\pi)\int e^{ikx}u_k\,dk$. Writing $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts gives $xw=(a/2\pi)\int e^{ikx}\,i\partial_ku_k\,dk$, so $\langle w|x|w\rangle=x_W$.

Adding cores and electrons, $\bar J=(e/a)(\dot x_A+\dot x_B-2\dot x_W)$. The change of $P$ is therefore the continuous change of

$$P=\frac ea\,(x_A+x_B-2x_W).$$

**Where the modulo comes from**

Multiplying $u_k$ by $e^{-i\theta(k)}$, with $\theta$ growing by $2\pi n$ across the zone, changes no physical state but shifts $x_W$ by $na$. This changes $P$ by $-2ne$. Naming the equivalent core one cell away changes $P$ by $e$. The formal value is thus defined modulo $e$. In three dimensions, relabelling a charge $e$ by $\mathbf R$ changes $\mathbf P$ by $e\mathbf R/\Omega$.

Two insulating paths between the same endpoints can differ by such a quantum. A specified path has no ambiguity.

**A crystal with numbers**

Take $a=0.50$ nm and attractive Gaussian wells of standard deviation 0.060 nm, 20 eV deep at A and 10 eV deep at B. Hold A at zero and move B from $0.50a$, where the crystal has inversion symmetry, to $0.60a$. I solved for the bands in plane waves. For the cell dipoles the cores were smeared into Gaussians of standard deviation 0.030 nm. In units of $e$:

| wall $x_0/a$ | $D/a$, symmetric | $D/a$, polar | change | through wall |
|---|---|---|---|---|
| −0.25 | 0.446 | 0.541 | 0.094 | 0.051 |
| 0.00 | 0.000 | 0.033 | 0.033 | 0.113 |
| 0.25 | −0.446 | −0.324 | 0.122 | 0.023 |
| 0.55 | 0.293 | −0.161 | −0.454 | 0.599 |

The cell dipole is nonzero for some walls even in the symmetric crystal, and its change can have either sign. Adding the charge through the wall gives $0.145e$ in every row, within rounding. In the last row the centre of core B crosses the wall: $0.595e$ of its smeared charge passes through, and the electrons add $0.004e$.

The Wannier centre moves from $0$ to $-0.0225a$, opposite to the displacement of B. It moves towards the periodic image of B on the left, which has come from $-0.50a$ to $-0.40a$ and is now the B core nearest to A. Since electrons are negative, this adds to the ionic term:

$$\Delta P=0.100e-2(-0.0225)e=0.145e=2.32\times10^{-20}\ \mathrm C.$$

Integrating the perturbative current gives the same value.

The formal value of the symmetric crystal is $0.500e$, not zero. Inversion requires $P=-P$ modulo $e$, so $2P$ is a whole multiple of $e$; both $0$ and $e/2$ are allowed. A nonzero formal value alone does not show that a crystal is polar.

**Closed paths and real ends**

Now start from the polar crystal and move B by one full lattice constant. The crystal returns to itself, and so does every cell dipole, but the integrated current gives $\Delta P=+e$. Moving A instead gives $-e$: its core carries $+e$, while two electrons follow it and carry $-2e$. Moving both gives zero. The least gap along these paths, on the positions sampled, is 6.36 eV. By contrast, two equal 20 eV wells half a period apart give a crystal of period $a/2$, and the gap closes. A path through that point is not admissible.

A finite sample picks one integer through its ends. If each added cell adds a dipole $Pa$, a chain of $N$ cells has $d\simeq NPa$. End charges $\pm Q$ separated by about $Na$ give $d\simeq QNa$, so $Q=P$ at the right end, after averaging over a cell.

I diagonalised neutral chains on a grid, filling the $N$ lowest orbitals of an $N$-cell chain twice each, and took the dipole per length from the difference between 14 and 10 cells. A chain beginning with A gives $0.645e$; one beginning with B gives $-0.355e$. The right-end charges are the same two numbers. The bulk is identical, and the values differ by $e$. Both chains have a gap of more than 6 eV above the highest filled orbital; ends without such a gap are not covered by this result.

**Back to the nitride**

Use a wurtzite lattice with round parameters $a=0.32$ nm, $c=0.52$ nm and rigid ions of charge $\pm3e$. Cations sit at heights $0$ and $c/2$, anions at $uc$ and $(u+\tfrac12)c$, with $u=0.38$. The area of the cell in the $c$-plane is $A=0.0887\ \mathrm{nm^2}$ and $\Omega=Ac$, so the quantum along $c$ is $e/A=1.807\ \mathrm{C/m^2}$. This choice of ions gives

$$P_c=\frac{3ec}{Ac}\left[0+\tfrac12-u-\left(u+\tfrac12\right)\right]=-\frac{6ue}{A}=-2.28\,\frac eA .$$

Other cells cut from the same crystal gave $+0.72$ and $+3.72\,e/A$. Sliding the walls of the upright cell gives only $-2.28$ and $+0.72$; the value $+3.72$ comes from a sheared primitive cell. The steps are three quanta because whole ions of charge $\pm3e$ enter and leave. Your differing answers can arise this way; if a wall cuts through electron density, they can also vary continuously.

To speak of "spontaneous" polarisation you must name a reference.

- **Layered reference.** At $u=\tfrac12$ cations and anions share planes. Follow the anions from there to $u=0.38$: $\Delta P=-6(0.38-0.50)e/A=+0.72\,e/A=1.30\ \mathrm{C/m^2}$. Subtracting two separately chosen cells instead can give $0.72-3=-2.28\,e/A$, or $-4.12\ \mathrm{C/m^2}$, which is not the change along this path.
- **Zincblende reference.** Here the anion lies at $0.75$ of the bilayer height above its cation, so $P=-3(0.75)e/A=-2.25\,e/A$ on the matching branch. Wurtzite minus zincblende is $-0.03\,e/A=-0.054\ \mathrm{C/m^2}$. This equals $-6(u-\tfrac38)e/A$ and hangs on the third digit of $u$: it is zero at $u=0.375$, $-0.022\ \mathrm{C/m^2}$ at $0.377$ and $-0.076\ \mathrm{C/m^2}$ at $0.382$.

Both describe the same wurtzite crystal. The bound charge at an interface, taken at zero macroscopic field, is a difference of two polarisations, so it does not care which reference is used, provided the same reference value is subtracted on both sides. The zincblende value $-2.25\,e/A$ depends on $A$, so two materials each referred to their own zincblende form, with different areas, do not meet this condition. The layered value, $-3\,e/A$ on the branch followed above, also depends on $A$, but it is a whole number of quanta and can be relabelled to zero for any $A$; $-2.25\,e/A$ cannot. The lower crystal ends with charge $P_{\rm lower}$ per area and the upper begins with $-P_{\rm upper}$. For zincblende below wurtzite, with the cation–anion stacking continued,

$$\sigma=P_{\rm lower}-P_{\rm upper}=(-2.25+2.28)\frac eA=0.03\,\frac eA=0.054\ \mathrm{C/m^2}.$$

Summing explicit ionic planes across the junction gives the same charge. From the layered reference the values are $0.75$ and $0.72\,e/A$, with the same difference. Giving zincblende the value zero while keeping $0.72\,e/A$ for wurtzite would give $-0.72\,e/A$, wrong even modulo $e/A$.

These nitride numbers illustrate the bookkeeping. Rigid ions leave out the deformation of the electron cloud, which a prediction for a particular material must include through the Wannier centres. The calculation must also be done at zero macroscopic field, or the field's induced polarisation must be treated separately.
